# A degenerate level need not be an irreducible representation: test program

```python
"""Degeneracy versus irreducibility for a particle in a square box.

Result under test: the level p^2 + q^2 = 50, spanned by the states (1,7),
(7,1), (5,5), carries the reducible representation 2 A1 + B1 of C4v.
A C4v-invariant potential can therefore split it into three levels.

Symbols (Hartree atomic units):
  side       side L of the box; u, v are coordinates from its centre
  (p, q)     state (2/L) sin(p pi (u/L+1/2)) sin(q pi (v/L+1/2))
  width      side a of a central square pillar, height its potential V0
  s_pq       integral of two 1D box states over the window |u| < a/2
  T          Hx - Hy, difference of the two kinetic energies
Convention: sigma_v mirrors are parallel to the sides, sigma_d diagonal;
B1 transforms as u^2 - v^2 and B2 as u v.
"""
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
side, width, height = 10.0, 2.0, 0.01
unit = np.pi**2 / (2 * side**2)
triple = [(1, 7), (7, 1), (5, 5)]

# ---------- the eight operations and the character table ----------
operations = [np.array(m) for m in (
    [[1, 0], [0, 1]], [[0, -1], [1, 0]], [[0, 1], [-1, 0]],
    [[-1, 0], [0, -1]], [[-1, 0], [0, 1]], [[1, 0], [0, -1]],
    [[0, 1], [1, 0]], [[0, -1], [-1, 0]])]
class_first = {"E": 0, "C4": 1, "C2": 3, "sigma_v": 4, "sigma_d": 6}
det = np.array([round(np.linalg.det(g)) for g in operations])
axis_kept = np.array([1 if g[0, 0] != 0 else -1 for g in operations])
table = {"A1": np.ones(8), "A2": det, "B1": axis_kept,
         "B2": det * axis_kept,
         "E": np.array([np.trace(g) for g in operations])}
rows = np.array(list(table.values()), dtype=float)
assert np.allclose(rows @ rows.T / 8, np.eye(5))
dimensions = rows[:, 0]
assert np.isclose(np.sum(dimensions**2), 8)

# ---------- box states and their transformation by quadrature ----------
nodes, node_weights = np.polynomial.legendre.leggauss(60)
points = nodes * side / 2
U, V = np.meshgrid(points, points, indexing="ij")
area = np.outer(node_weights, node_weights) * (side / 2)**2


def state_1d(n, u):
    return np.sqrt(2 / side) * np.sin(n * np.pi * (u / side + 0.5))


def slope_1d(n, u):
    k = n * np.pi / side
    return np.sqrt(2 / side) * k * np.cos(k * (u + side / 2))


def state_2d(pair, u, v):
    return state_1d(pair[0], u) * state_1d(pair[1], v)


def representation(pairs):
    """Matrices <i| g |j>, where (g psi)(r) = psi(g^-1 r)."""
    bras = np.array([state_2d(k, U, V) for k in pairs])
    matrices = []
    for g in operations:
        back = g.T
        u_old = back[0, 0] * U + back[0, 1] * V
        v_old = back[1, 0] * U + back[1, 1] * V
        kets = np.array([state_2d(k, u_old, v_old) for k in pairs])
        matrices.append(np.einsum("iab,jab,ab->ij", bras, kets, area))
    return np.array(matrices)


def multiplicities(matrices):
    chi = np.trace(matrices, axis1=1, axis2=2)
    result = {}
    for name, row in table.items():
        value = np.dot(row, chi) / 8
        assert abs(value - round(value)) < 1e-9
        if round(value):
            result[name] = int(round(value))
    return result


def as_text(content):
    return " + ".join(f"{n} {name}" for name, n in content.items())


D = representation(triple)
for i, g in enumerate(operations):          # closed under the group
    assert np.allclose(D[i] @ D[i].T, np.eye(3), atol=1e-10)
    for j, h in enumerate(operations):
        k = [np.array_equal(g @ h, m) for m in operations].index(True)
        assert np.allclose(D[i] @ D[j], D[k], atol=1e-10)
chi = np.trace(D, axis1=1, axis2=2)
content = multiplicities(D)
norm = np.dot(chi, chi) / 8
assert content == {"A1": 2, "B1": 1}
assert abs(norm - 5) < 1e-9

phi_plus = np.array([1, 1, 0]) / np.sqrt(2)
phi_minus = np.array([1, -1, 0]) / np.sqrt(2)
psi_55 = np.array([0, 0, 1.0])
project_B1 = np.einsum("g,gij->ij", table["B1"], D) / 8
project_A1 = np.einsum("g,gij->ij", table["A1"], D) / 8
assert np.allclose(project_B1, np.outer(phi_minus, phi_minus))
assert np.allclose(project_A1, np.outer(phi_plus, phi_plus)
                   + np.outer(psi_55, psi_55))

# ---------- parity rule for all states up to p, q = 6 ----------
for p in range(1, 7):
    for q in range(p, 7):
        if p == q:
            expected = {"A1": 1} if p % 2 else {"B2": 1}
            found = multiplicities(representation([(p, p)]))
        else:
            found = multiplicities(representation([(p, q), (q, p)]))
            if (p + q) % 2:
                expected = {"E": 1}
            else:
                expected = ({"A1": 1, "B1": 1} if p % 2
                            else {"A2": 1, "B2": 1})
        assert found == expected
content_65 = multiplicities(
    representation([(1, 8), (8, 1), (4, 7), (7, 4)]))
assert content_65 == {"E": 2}

# ---------- the lowest level with more than two states ----------
levels = {}
for p in range(1, 13):
    for q in range(1, 13):
        levels.setdefault(p * p + q * q, []).append((p, q))
lowest = min(n for n, members in levels.items() if len(members) > 2)
assert sorted(levels[lowest]) == sorted(triple)

# ---------- kinetic energies and the extra constant of motion ----------
grad_u = np.array([slope_1d(p, U) * state_1d(q, V) for p, q in triple])
grad_v = np.array([state_1d(p, U) * slope_1d(q, V) for p, q in triple])
Hx = np.einsum("iab,jab,ab->ij", grad_u, grad_u, area) / 2
Hy = np.einsum("iab,jab,ab->ij", grad_v, grad_v, area) / 2
level_energy = unit * 50
assert np.allclose(Hx + Hy, level_energy * np.eye(3), atol=1e-9)
T = Hx - Hy
T_element = unit * (1 - 49)
assert np.allclose(T @ phi_plus, T_element * phi_minus, atol=1e-9)
assert np.allclose(T @ psi_55, 0, atol=1e-9)
swap_matrix = D[class_first["sigma_d"]]
assert np.linalg.norm(T @ swap_matrix - swap_matrix @ T) > 1


def commutant_dimension(matrices):
    """Number of independent X with X M = M X for every given M."""
    one = np.eye(3)
    system = np.vstack([np.kron(one, m) - np.kron(m.T, one)
                        for m in matrices])
    return 9 - np.linalg.matrix_rank(system, tol=1e-7)


free_c4v = commutant_dimension(list(D))
free_with_T = commutant_dimension(list(D) + [T])
assert free_c4v == 5 and free_with_T == 2


# ---------- window integrals: quadrature and closed form ----------
def window_matrix(n_max):
    u = nodes * width / 2
    f = np.array([state_1d(n, u) for n in range(1, n_max + 1)])
    return (f * node_weights * width / 2) @ f.T


def cosine_part(m):
    if m == 0:
        return width / side
    return (2 / (m * np.pi) * np.cos(m * np.pi / 2)
            * np.sin(m * np.pi * width / (2 * side)))


def s(p, q):
    return cosine_part(abs(p - q)) - cosine_part(p + q)


numeric = window_matrix(24)
closed = np.array([[s(p, q) for q in range(1, 25)]
                   for p in range(1, 25)])
assert np.allclose(numeric, closed, atol=1e-11)


# ---------- full diagonalization with an invariant potential ----------
def solve(strength, n_max, separable=False):
    w = window_matrix(n_max)
    one = np.eye(n_max)
    squares = np.arange(1, n_max + 1)**2
    kinetic = unit * np.add.outer(squares, squares).ravel()
    if separable:
        potential = np.kron(w, one) + np.kron(one, w)
    else:
        potential = np.kron(w, w)
    return np.linalg.eigh(np.diag(kinetic) + strength * potential)


def follow(solution, pairs, n_max):
    """Eigenstates with the largest weight in the span of the pairs."""
    energies, vectors = solution
    index = [(p - 1) * n_max + q - 1 for p, q in pairs]
    weight = np.sum(vectors[index]**2, axis=0)
    chosen = np.sort(np.argsort(weight)[-len(pairs):])
    assert np.all(weight[chosen] > 0.95)
    start = unit * (pairs[0][0]**2 + pairs[0][1]**2)
    return energies[chosen] - start, vectors[:, chosen]


size = 24
pillar = solve(height, size)
shifts, vectors = follow(pillar, triple, size)
smaller, _ = follow(solve(height, 18), triple, 18)
# Basis error must stay below the last printed digit, 1e-6 hartree.
assert np.max(np.abs(shifts - smaller)) < 2e-7

a_plus = s(1, 1) * s(7, 7) + s(1, 7)**2
a_55 = s(5, 5)**2
coupling = np.sqrt(2) * s(1, 5) * s(5, 7)
b_minus = s(1, 1) * s(7, 7) - s(1, 7)**2
root = np.hypot((a_plus - a_55) / 2, coupling)
mean = (a_plus + a_55) / 2
factors = np.array([mean - root, b_minus, mean + root])
first_order = height * factors
error = np.max(np.abs(shifts - first_order))
weak, _ = follow(solve(height / 4, size), triple, size)
weak_error = np.max(np.abs(weak - height / 4 * factors))
assert error < 0.03 * np.max(first_order)
assert error / weak_error > 8      # remainder is at least second order
assert np.min(np.diff(shifts)) > 1e-4

swap_parity = []
for column in vectors.T:
    grid = column.reshape(size, size)
    swap_parity.append(np.sum(grid * grid.T))
assert np.allclose(swap_parity, [1, -1, 1], atol=1e-8)
weight_55 = vectors[4 * size + 4]**2
predicted_55 = (1 + (a_plus - a_55) / (2 * root)) / 2
assert abs(weight_55[0] - predicted_55) < 0.03
assert weight_55[1] < 1e-12

pair_13, _ = follow(pillar, [(1, 3), (3, 1)], size)
pair_12, _ = follow(pillar, [(1, 2), (2, 1)], size)
split_13, split_12 = np.ptp(pair_13), np.ptp(pair_12)
first_13 = 2 * height * s(1, 3)**2
assert abs(split_13 - first_13) < 0.05 * first_13
assert split_12 < 1e-11

# ---------- a separable invariant potential: cross-shaped ridge ----------
ridge, ridge_vectors = follow(solve(height, size, True), triple, size)
is_55 = np.argmax(ridge_vectors[4 * size + 4]**2)
ridge_55 = ridge[is_55]
ridge_pair = np.delete(ridge, is_55)
ridge_gap = np.mean(ridge_pair) - ridge_55
first_gap = height * (s(1, 1) + s(7, 7) - 2 * s(5, 5))
assert np.ptp(ridge_pair) < 1e-11
assert abs(ridge_gap - first_gap) < 0.05 * first_gap

# ---------- printed numbers ----------
milli = 1000
print(f"box side L = {side:.1f} bohr")
print(f"pillar side a = {width:.1f} bohr")
print(f"pillar height V0 = {height*milli:.1f} mHa")
print(f"lowest p^2+q^2 with more than two states = {lowest}")
print(f"its energy = {level_energy:.6f} hartree"
      f" = {level_energy*HARTREE_EV:.4f} eV")
print(f"largest irrep dimension of C4v = {int(max(dimensions))}")
for name, i in class_first.items():
    print(f"character of the triple level, {name}: {int(round(chi[i]))}")
print(f"mean squared character = {norm:.3f}")
print("content of level 50:", as_text(content))
print("content of level 65:", as_text(content_65))
print(f"commutant dimension, C4v alone = {free_c4v}")
print(f"commutant dimension, C4v and T = {free_with_T}")
print(f"<phi-|T|phi+> = {phi_minus @ T @ phi_plus:.6f} hartree")
for p, q in [(1, 1), (5, 5), (7, 7), (1, 5), (1, 7), (5, 7), (1, 3)]:
    print(f"window integral s_{p}{q} = {s(p, q):.5f}")
print(f"A1 block / V0, phi+ diagonal = {a_plus:.5f}")
print(f"A1 block / V0, (5,5) diagonal = {a_55:.5f}")
print(f"A1 block / V0, off-diagonal = {coupling:.5f}")
print(f"B1 element / V0 = {b_minus:.5f}")
for name, one, full in zip(["lower A1", "B1", "upper A1"],
                           first_order, shifts):
    print(f"pillar shift {name}: first order {one*milli:.3f} mHa,"
          f" full {full*milli:.3f} mHa")
print(f"total spread, full = {np.ptp(shifts)*milli:.3f} mHa"
      f" = {np.ptp(shifts)*HARTREE_EV*milli:.2f} meV")
print(f"(5,5) weight in lower A1: first order {predicted_55:.3f},"
      f" full {weight_55[0]:.3f}")
print(f"(5,5) weight in upper A1, full = {weight_55[2]:.3f}")
print(f"pillar splitting of (1,3),(3,1): first order"
      f" {first_13*milli:.3f} mHa, full {split_13*milli:.3f} mHa")
print(f"pillar splitting of (1,2),(2,1), full ="
      f" {split_12*milli:.6f} mHa")
print(f"ridge splitting of (1,7),(7,1), full ="
      f" {np.ptp(ridge_pair)*milli:.6f} mHa")
print(f"ridge gap, pair minus (5,5): first order"
      f" {first_gap*milli:.3f} mHa, full {ridge_gap*milli:.3f} mHa")
print("no test failed")
```

Printed output:

```
box side L = 10.0 bohr
pillar side a = 2.0 bohr
pillar height V0 = 10.0 mHa
lowest p^2+q^2 with more than two states = 50
its energy = 2.467401 hartree = 67.1414 eV
largest irrep dimension of C4v = 2
character of the triple level, E: 3
character of the triple level, C4: 1
character of the triple level, C2: 3
character of the triple level, sigma_v: 3
character of the triple level, sigma_d: 1
mean squared character = 5.000
content of level 50: 2 A1 + 1 B1
content of level 65: 2 E
commutant dimension, C4v alone = 5
commutant dimension, C4v and T = 2
<phi-|T|phi+> = -2.368705 hartree
window integral s_11 = 0.38710
window integral s_55 = 0.20000
window integral s_77 = 0.15675
window integral s_15 = 0.25228
window integral s_17 = -0.14768
window integral s_57 = -0.15591
window integral s_13 = -0.33846
A1 block / V0, phi+ diagonal = 0.08249
A1 block / V0, (5,5) diagonal = 0.04000
A1 block / V0, off-diagonal = -0.05563
B1 element / V0 = 0.03887
pillar shift lower A1: first order 0.017 mHa, full 0.017 mHa
pillar shift B1: first order 0.389 mHa, full 0.388 mHa
pillar shift upper A1: first order 1.208 mHa, full 1.209 mHa
total spread, full = 1.192 mHa = 32.44 meV
(5,5) weight in lower A1: first order 0.678, full 0.678
(5,5) weight in upper A1, full = 0.322
pillar splitting of (1,3),(3,1): first order 2.291 mHa, full 2.287 mHa
pillar splitting of (1,2),(2,1), full = 0.000000 mHa
ridge splitting of (1,7),(7,1), full = 0.000000 mHa
ridge gap, pair minus (5,5): first order 1.439 mHa, full 1.385 mHa
no test failed
```
